# Two coupled transitions in TDDFT: mixing, avoided crossing and dark peak

## Question

I am trying to go beyond the single-pole approximation in linear-response TDDFT. I have two Kohn–Sham transitions that are close in energy and coupled by the Hartree-exchange-correlation kernel, and I want to keep just those two.

My test parameters, in Rydberg atomic units, are round numbers and represent no particular material:

- transition energies $\omega_1=1.00$ and $\omega_2=1.10$ Ry;
- kernel matrix elements $K_{11}=0.04$, $K_{22}=0.03$ and $K_{12}=0.01$ Ry;
- dipole matrix elements along the field $x_1=0.2$ and $x_2=0.5$ bohr.

I can write down a $2\times2$ matrix, but I am stuck on three points.

1. What is the mixing angle, including its correct branch, and how does it fix the two peak heights?
2. If I vary $K_{11}$ so that the peaks approach each other, where exactly is the avoided crossing, and how large is the gap?
3. Can the lower peak lose all its intensity? I would guess that this happens at closest approach, where the mixing is 50:50, but I cannot prove it.

## Answer

Your guess in point 3 does not hold in general. Darkness at 50:50 mixing needs equal bare strengths, and 50:50 mixing is not exactly the point of closest approach. The mixing angle depends on the matrix alone, whereas darkness also depends on the two dipole elements. It helps to derive the matrix first, because the factors in it decide the numbers.

### From the density response to a 2×2 matrix

I assume a closed-shell ground state, real orbitals, a spin-independent perturbation, and an adiabatic kernel, meaning one that does not depend on frequency. In Rydberg units $\hbar=2m=1$ and $e^2=2$, so the Coulomb interaction is $2/|\mathbf r-\mathbf r'|$.

Transition $q$ takes an electron from an occupied orbital $\varphi_i$ to an empty orbital $\varphi_a$. Define

$$\Phi_q=\varphi_i\varphi_a,\qquad K_{qq'}=\iint \Phi_q(\mathbf r)\,f_{\rm Hxc}(\mathbf r,\mathbf r')\,\Phi_{q'}(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Let the total Kohn–Sham perturbation be $u(\mathbf r)\cos\omega t$, with matrix element $u_q=\int\Phi_q u\,d\mathbf r$. To first order, and with the phase of $\varphi_i$ removed, the amplitude $a$ of $\varphi_a$ obeys

$$i\dot a=\omega_q a+u_q\cos\omega t .$$

Try the steady solution $a=\alpha\cos\omega t-i\beta\sin\omega t$. The cosine terms give $\omega\beta=\omega_q\alpha+u_q$ and the sine terms give $\omega\alpha=\omega_q\beta$. Eliminating $\beta$,

$$\alpha=\frac{\omega_q u_q}{\omega^2-\omega_q^2}.$$

The density change from one electron is $2\Phi_q\,\mathrm{Re}\,a=2\Phi_q\alpha\cos\omega t$. Two spins double it. Hence the density amplitude is $\delta n=\sum_q c_q\Phi_q$ with

$$c_q=\frac{4\omega_q}{\omega^2-\omega_q^2}\,u_q .$$

The total perturbation is the external one, $v$, plus the induced one, $\int f_{\rm Hxc}\,\delta n$. Therefore $u_q=v_q+\sum_{q'}K_{qq'}c_{q'}$, and

$$(\omega^2-\omega_q^2)\,c_q=4\omega_q\Big(v_q+\sum_{q'}K_{qq'}c_{q'}\Big).$$

The matrix multiplying $c$ is not symmetric. Put $c_q=\sqrt{\omega_q}\,y_q$ and divide by $\sqrt{\omega_q}$:

$$\sum_{q'}\big(\omega^2\delta_{qq'}-W_{qq'}\big)y_{q'}=4\sqrt{\omega_q}\,v_q,\qquad W=\begin{pmatrix}A&C\\ C&B\end{pmatrix},$$

$$A=\omega_1^2+4\omega_1K_{11},\quad B=\omega_2^2+4\omega_2K_{22},\quad C=4\sqrt{\omega_1\omega_2}\,K_{12}.$$

The eigenvalues of $W$ are *squared* excitation energies. Keeping two transitions is the double-pole approximation. Dropping $C$ as well returns the single-pole energies $\sqrt A$ and $\sqrt B$.

### 1. Mixing angle and peak heights

Take the orthonormal vectors

$$e_-=(\cos\theta,\,-\sin\theta),\qquad e_+=(\sin\theta,\,\cos\theta).$$

They diagonalize $W$ if the off-diagonal element vanishes:

$$e_-^TWe_+=(A-B)\sin\theta\cos\theta+C(\cos^2\theta-\sin^2\theta)=C\cos2\theta-\tfrac{B-A}{2}\sin2\theta=0 .$$

So $\tan2\theta=2C/(B-A)$. The tangent leaves two choices of $2\theta$, which differ by $180^\circ$ and exchange the two states. To make $e_-$ the lower state, choose

$$\cos2\theta=\frac{B-A}{2R},\qquad \sin2\theta=\frac{C}{R},\qquad R=\sqrt{\Big(\frac{B-A}{2}\Big)^2+C^2},$$

which is $2\theta=\mathrm{atan2}(2C,\,B-A)$. Then

$$\Omega_-^2=A\cos^2\theta+B\sin^2\theta-2C\sin\theta\cos\theta=\frac{A+B}{2}-\frac{B-A}{2}\cos2\theta-C\sin2\theta=\frac{A+B}{2}-R .$$

The trace of $W$ gives $\Omega_+^2=(A+B)/2+R$. With $A,B>0$, both squares are positive if $AB>C^2$. Otherwise $\Omega_-^2\le0$ and there is no lower peak to discuss.

For the intensities, apply $v=x$, so that $v_q=x_q$, and define $s_q=\sqrt{2\omega_q}\,x_q$. The dipole response is

$$-\int x\,\delta n\,d\mathbf r=-\sum_q x_q\sqrt{\omega_q}\,y_q=2\,s^T(W-\omega^2)^{-1}s=2\sum_{I=\pm}\frac{(e_I\cdot s)^2}{\Omega_I^2-\omega^2}.$$

In these units one electron has oscillator strength $\omega_q x_q^2$ along $x$, and two spins give $2\omega_qx_q^2=s_q^2$. This is what the formula gives without coupling, so the coupled strengths are $f_I=(e_I\cdot s)^2$.

Now write the dipoles as an angle too: $s_1=\sqrt F\sin\phi$ and $s_2=\sqrt F\cos\phi$, with $F=s_1^2+s_2^2$. Then $e_-\cdot s=s_1\cos\theta-s_2\sin\theta=\sqrt F\sin(\phi-\theta)$. In the same way $e_+\cdot s=\sqrt F\cos(\phi-\theta)$, so

$$f_-=F\sin^2(\phi-\theta),\qquad f_+=F\cos^2(\phi-\theta).$$

The kernel sets $\theta$ for given transition energies, the bare strengths and dipole signs set $\phi$, and the sum $F$ is conserved within the pair.

**Your numbers.** The matrix elements are

$$A=1.00^2+4(1.00)(0.04)=1.160,\quad B=1.10^2+4(1.10)(0.03)=1.342,$$

$$C=4\sqrt{1.10}\,(0.01)=0.04195\ \text{Ry}^2 .$$

Hence $\tan2\theta=2(0.04195)/0.182$ and $\theta=12.4^\circ$. Also $R=0.1002$ Ry², so

$$\Omega_\mp=\sqrt{1.2510\mp0.1002}=1.073,\ 1.162\ \text{Ry}\quad(14.60,\ 15.82\ \text{eV}).$$

The dipoles give $s_1=0.2828$, $s_2=0.7416$, $F=0.630$ and $\phi=20.9^\circ$. Therefore $f_-=0.630\sin^2(8.5^\circ)=0.0138$ and $f_+=0.616$.

Relative to its single-pole energy of 1.077 Ry, the lower peak has moved by only $-0.40\,\%$. Relative to its bare strength of 0.080, it has lost 83 %. Weak coupling shows why the two changes differ so much. For $D=B-A>0$ and $|C|\ll D$,

$$R=\frac D2\sqrt{1+\frac{4C^2}{D^2}}\approx\frac D2+\frac{C^2}{D},\qquad \theta\approx\frac CD,$$

$$\Omega_-^2\approx A-\frac{C^2}{D},\qquad f_-\approx\Big(s_1-s_2\frac CD\Big)^2\approx s_1^2-2s_1s_2\frac CD .$$

The position changes in second order in $C$, the intensity in first order. The last step also needs $|s_2C/D|\ll|s_1|$. That fails here: the linear formula would give $0.080-0.097$, a negative strength. For a weak peak beside a strong one, use the full formula.

### 2. The avoided crossing

Vary $K_{11}$ and hold everything else fixed. Then $A$ changes while $B$, $C$, $s_1$ and $s_2$ do not. This is a parameter study; deforming a real molecule would change all of them together.

The two roots coincide only if $R=0$, which needs both $A=B$ and $C=0$. With $C\neq0$ they avoid each other. At $A=B$ the mixing is equal, $|\theta|=45^\circ$, and the *squared* energies have their smallest separation, $2|C|$.

A spectrum shows the energies themselves, however. Since $\Omega_+^2\Omega_-^2=\det W=AB-C^2$, the gap $g=\Omega_+-\Omega_-$ satisfies

$$g^2=\Omega_+^2+\Omega_-^2-2\Omega_+\Omega_-=A+B-2\sqrt{AB-C^2}.$$

Differentiate with respect to $A$:

$$\frac{d(g^2)}{dA}=1-\frac{B}{\sqrt{AB-C^2}} .$$

This is negative for small $A$ and positive for large $A$, because the square root grows with $A$. The single minimum lies where $AB-C^2=B^2$:

$$A=B+\frac{C^2}{B},\qquad g_{\min}^2=2B+\frac{C^2}{B}-2B=\frac{C^2}{B},\qquad g_{\min}=\frac{|C|}{\sqrt B}.$$

So closest approach lies slightly beyond equal mixing. From $K_{11}=(A-\omega_1^2)/(4\omega_1)$, equal mixing is at $K_{11}=(1.342-1)/4=0.0855$ Ry and closest approach at 0.0858 Ry. The minimum gap is $0.04195/\sqrt{1.342}=0.0362$ Ry, or 0.493 eV. To three figures the gap at equal mixing is the same, so the distinction is one of principle for these parameters.

### 3. Where the lower peak goes dark

The lower peak is dark when $e_-\cdot s=0$, that is, when $\theta=\phi$ up to a multiple of $180^\circ$. Physically, the two transitions then oscillate with opposing dipoles that cancel. The excitation still exists. A field with another polarization or spatial shape has other matrix elements $v_q$ and can still excite it, unless those cancel as well.

For an explicit condition, take $C\neq0$ and $s_1s_2\neq0$. In two dimensions, $s$ perpendicular to $e_-$ means $s$ parallel to $e_+$, so $s$ is an eigenvector of $W$ with some eigenvalue $\lambda$:

$$As_1+Cs_2=\lambda s_1,\qquad Cs_1+Bs_2=\lambda s_2 .$$

Divide the first equation by $s_1$, the second by $s_2$, and equate the two expressions for $\lambda$:

$$A+C\frac{s_2}{s_1}=B+C\frac{s_1}{s_2}\quad\Longrightarrow\quad C(s_2^2-s_1^2)=(B-A)\,s_1s_2 .$$

This says only that $s$ is *an* eigenvector, so that one peak carries all of $F$ and the other none. To see which, note that the trace gives the other eigenvalue as $A+B-\lambda=A-Cs_1/s_2$. Subtracting it from $\lambda=A+Cs_2/s_1$ leaves

$$C\Big(\frac{s_2}{s_1}+\frac{s_1}{s_2}\Big)=\frac{CF}{s_1s_2}.$$

If $Cs_1s_2>0$, the bright state is the upper one and the lower peak is dark. If $Cs_1s_2<0$, the upper peak is dark. This sign does not depend on orbital phases: reversing the sign of $\Phi_1$ reverses both $x_1$ and $K_{12}$.

**Reaching the dark point with $K_{12}$.** Insert $s_2^2-s_1^2=2(\omega_2x_2^2-\omega_1x_1^2)$, $s_1s_2=2\sqrt{\omega_1\omega_2}\,x_1x_2$ and the definition of $C$. The factor $2\sqrt{\omega_1\omega_2}$ cancels, leaving

$$K_{12}^{\rm dark}=\frac{x_1x_2(B-A)}{4(\omega_2x_2^2-\omega_1x_1^2)}=\frac{0.10\times0.182}{4(0.275-0.040)}=0.0194\ \text{Ry}.$$

At your original $K_{11}=0.04$ Ry, roughly doubling $K_{12}$ therefore extinguishes the lower peak. The dark state lies at 1.063 Ry (14.46 eV), and the peak at 1.172 Ry (15.94 eV) carries the full strength 0.630.

**Reaching it with $K_{11}$.** Keep $K_{12}=0.01$ Ry and solve the condition for $A$:

$$A=B-C\Big(\frac{s_2}{s_1}-\frac{s_1}{s_2}\Big)=1.342-0.04195\,(2.622-0.381)=1.248\ \text{Ry}^2,$$

so $K_{11}=(1.248-1)/4=0.062$ Ry. Here is the sweep, with energies in Ry:

| $K_{11}$ | $\Omega_-$ | $\Omega_+$ | $\theta$ | $f_-$ | $f_+$ |
|---|---|---|---|---|---|
| 0.0400 | 1.073 | 1.162 | 12.4° | 0.014 | 0.616 |
| 0.0620 | 1.110 | 1.165 | 20.9° | 0 | 0.630 |
| 0.0855 | 1.140 | 1.176 | 45.0° | 0.105 | 0.525 |
| 0.0858 | 1.140 | 1.177 | 45.4° | 0.109 | 0.521 |
| 0.1200 | 1.153 | 1.221 | 74.4° | 0.407 | 0.223 |

The lower peak vanishes well before closest approach and has grown to 0.109, above its bare strength of 0.080, when the gap is smallest. Further on, the lower state consists mainly of transition 2, so it becomes the stronger peak.

This also settles your guess. For $C>0$, equal mixing gives $f_-=(s_1-s_2)^2/2$, which vanishes only if $s_1=s_2$. More generally, multiply the dark condition by $s_1s_2$:

$$Cs_1s_2\,(s_2^2-s_1^2)=(B-A)(s_1s_2)^2 .$$

For a dark *lower* peak $Cs_1s_2>0$, so $B-A$ and $s_2^2-s_1^2$ have the same sign. There are three cases:

- If transition 2 is the stronger, the dark point comes before $A=B$, as in the table. It exists only if it lies in the stable range: at the dark point $\Omega_-^2=A-Cs_1/s_2=B-Cs_2/s_1$, which is positive only for $Cs_2/s_1<B$. With your $B$, $C$ and $x_2$ this needs $s_2/s_1<32$, or $x_1>0.016$ bohr; for a weaker transition 1 no stable $K_{11}$ darkens the lower peak.
- If the bare strengths are equal, it comes at $A=B$.
- If transition 1 is the stronger, it comes after $A=B$.

Exchanging your dipoles, $x_1=0.5$ and $x_2=0.2$ bohr, illustrates the last case: the lower peak goes dark at $K_{11}=0.106$ Ry. If you instead keep $K_{11}=0.04$ Ry with these dipoles, no stable value of $K_{12}$ darkens the lower peak, but $K_{12}=-0.0221$ Ry darkens the upper one.

### How far to trust two poles

The matrix $W$ extends to all transitions in the same way. Its lowest eigenvalue is the minimum of $y^TWy$ over unit vectors $y$, and allowing more components cannot raise a minimum. For the lowest excitation, with the same orbitals and kernel and a stable response, this gives

$$\Omega_{\rm single}\ge\Omega_{\rm double}\ge\Omega_{\rm all}.$$

For the upper peak the first inequality is reversed. Since $R\ge|B-A|/2$, we have $\Omega_+^2\ge\max(A,B)$, so the second pole can only raise the upper peak above its single-pole value, whether or not that is toward the full result. I examined both peaks on a grid for two electrons in the Kohn–Sham potential $0.02x^4-0.2x^2+0.1x$ (Ry, with $x$ in bohr). The interaction was softened to $2/\sqrt{(x-x')^2+1}$. For two electrons in one orbital, exact exchange cancels half the Hartree kernel, so $f_{\rm Hx}$ is half of this. The grid has 101 points from $-6$ to $6$ bohr with a three-point second difference. Its oscillator sum is 1.997 instead of 2. The grid error in the energies below is up to about 0.002 Ry and is nearly the same in all three columns, so use the table only to compare the columns. The two lowest bare transitions lie at 0.44 and 1.19 Ry, so this pair is well separated and mixes by only about $5^\circ$. The results in Ry are:

| peak | single-pole | double-pole | all transitions |
|---|---|---|---|
| lower | 0.6231 | 0.6126 | 0.6106 |
| upper | 1.3584 | 1.3632 | 1.3577 |

The second pole removes most of the error in the lower energy, but it makes the upper energy worse. Coupling within the pair pushes the upper state up by 0.005 Ry, and restoring the omitted transitions brings it down by about as much. The double-pole approximation is therefore not an improvement for every peak.

The dark point needs the same caution. With more transitions the lower amplitude becomes $\sum_q e_qs_q$ over all of them, and a small admixture of a strong distant transition can shift the cancellation. A frequency-dependent kernel is a further limit: $W$ then depends on $\omega$, the two peaks belong to different matrices, and the conservation of $F$ derived above no longer follows.

The numerical check compares these formulas with response equations that treat forward and backward amplitudes separately, and with a position-space Dyson equation.

## Computed values

```
MODEL: two coupled transitions
w1, w2 = 1.00, 1.10 Ry
K11, K22, K12 = 0.04, 0.03, 0.01 Ry
x1, x2 = 0.2, 0.5 bohr
A, B, C = 1.16000, 1.34200, 0.04195 Ry^2
s1, s2 = 0.28284, 0.74162 (dimensionless)
bare strengths f1, f2 = 0.0800, 0.5500; sum F = 0.6300
single-pole energies = 1.07703, 1.15845 Ry
half splitting R = 0.10020 Ry^2
theta, phi = 12.375, 20.876 deg
double-pole energies = 1.07275, 1.16241 Ry
  the same = 14.596, 15.815 eV
strengths lower, upper = 0.01377, 0.61623
lower peak: energy change -0.40 %, strength change -82.8 %
DARK POINT BY TUNING K12 (K11 = 0.04 Ry)
K12 dark = 0.019362 Ry, C dark = 0.08123 Ry^2
energies = 1.06255, 1.17174 Ry
  the same = 14.457, 15.942 eV
strengths lower, upper = 0.000000, 0.63000
SWEEP OF K11 (K12 = 0.01 Ry)
K11/Ry  A/Ry^2  lower/Ry upper/Ry gap/Ry  theta/deg f_low f_up
0.040000 1.160000 1.07275 1.16241 0.0896621 12.375 0.01377 0.61623 start
0.062000 1.248000 1.10995 1.16533 0.0553776 20.876 0.00000 0.63000 dark
0.085500 1.342000 1.14020 1.17642 0.0362187 45.000 0.10524 0.52476 equal mixing
0.085828 1.343311 1.14048 1.17670 0.0362143 45.448 0.10894 0.52106 minimum gap
0.120000 1.480000 1.15336 1.22137 0.0680098 74.350 0.40682 0.22318 beyond
minimum gap |C|/sqrt(B) = 0.0362143 Ry = 0.4927 eV
REVERSED DIPOLES x1, x2 = 0.5, 0.2 bohr
K11 for dark lower peak = 0.106100 Ry (K12 = 0.01 Ry)
K12 for dark upper peak = -0.022087 Ry (K11 = 0.04 Ry)
GRID MODEL: two electrons, tilted double well
bare energies 1, 2, 3 = 0.4362, 1.1864, 2.0837 Ry
K11, K22, K12 = 0.1135, 0.0922, -0.0480 Ry
oscillator sum, all transitions = 1.9972 (exact 2)
mixing angle magnitude = 5.365 deg
lower: single-pole 0.62308, double-pole 0.61258, all 0.61057 Ry
upper: single-pole 1.35839, double-pole 1.36315, all 1.35774 Ry
double-pole strengths = 1.2373, 0.5413
```
